# Vacuum energy of a massless Dirac field on a flux-threaded ring

## Problem

A massless charged Dirac field in one space dimension lives on a ring of circumference $L$. A magnetic flux $\Phi$ passes through the hole of the ring, and the vector potential $A(x)$ along the ring satisfies $\oint A\,dx=\Phi$. In units $\hbar=c=1$ the one-particle Hamiltonian is

$$h=\sigma_z\,(p-qA),\qquad p=-i\,\partial_x ,$$

where $q$ is the charge. The field is antiperiodic, $\psi(x+L)=-\psi(x)$. The flux is a fixed background, and its own magnetic energy is not counted. Let $\varphi=q\Phi/2\pi$. The vacuum is the state of lowest energy at the given flux, over all occupations of the modes.

(a) Find the one-particle energies. Show that a periodic field without flux has the same energies as the antiperiodic field at $\varphi=\tfrac12$.

(b) Quantize the field and write the vacuum energy as a mode sum.

(c) Make the sum finite with a cutoff, subtract the energy that an equal length of an infinite line would have, and show that the remainder is $-\pi/6L$ for the antiperiodic field, $+\pi/3L$ for the periodic field, and quadratic in the flux between them.

(d) What happens if the cutoff keeps a fixed set of mode labels instead? What happens to the state if the flux is raised past $\varphi=\tfrac12$?

(e) Check the result on a half-filled ring of hopping fermions, where the lattice supplies the cutoff.

(f) Evaluate the energies for $L=1$ micrometre.

## Solution

### (a) One-particle energies

The two components of $\psi$ do not mix. For the upper one, $(-i\partial_x-qA)u=ku$ is a first-order equation with the solution

$$u(x)=\frac{1}{\sqrt L}\exp\!\Big(ikx+iq\int_0^xA\,dx'\Big).$$

Going once around the ring multiplies $u$ by $e^{i(kL+q\Phi)}$. Antiperiodicity requires this factor to be $-1$, so $kL+q\Phi=2\pi(n+\tfrac12)$ with integer $n$, and

$$k_n=\frac{2\pi}{L}\Big(n+\frac12-\varphi\Big).$$

The shape of $A(x)$ has dropped out, and the total flux alone remains. The upper component has energy $+k_n$ (a right mover). The lower component has the same functions $u_n$ but energy $-k_n$ (a left mover), because of the sign in $\sigma_z$.

For a periodic field the factor must be $+1$, which gives $k=2\pi(n-\varphi)/L$. Without flux these are the integer multiples of $2\pi/L$. The antiperiodic field at $\varphi=\tfrac12$ has the same set, so one function of $\varphi$ covers both boundary conditions.

### (b) Quantization

Expand the upper component as $\sum_n a_nu_n(x)$ and the lower one as $\sum_n b_nu_n(x)$. The equal-time anticommutators of the field become $\{a_n,a_m^\dagger\}=\{b_n,b_m^\dagger\}=\delta_{nm}$, with all others zero. Since the $u_n$ are orthonormal,

$$H=\int_0^L\psi^\dagger h\,\psi\,dx=\sum_nk_n\big(a_n^\dagger a_n-b_n^\dagger b_n\big).$$

Each occupation number is 0 or 1. If $k_n>0$, the lowest energy has $a_n$ empty and $b_n$ filled, which contributes $-k_n$. If $k_n<0$, it has $a_n$ filled and $b_n$ empty, which contributes $+k_n$. Both cases equal $-|k_n|$, hence

$$E_{\rm bare}=-\sum_n|k_n| .$$

The charge-symmetric ordering $\tfrac12[\psi^\dagger,h\psi]$ replaces $a_n^\dagger a_n$ by $a_n^\dagger a_n-\tfrac12$ and $b_n^\dagger b_n$ by $b_n^\dagger b_n-\tfrac12$. The two constants cancel for each $n$, so the sum is the same.

At $\varphi=\tfrac12$ the mode $n=0$ has $k_0=0$. Its two levels may each be empty or filled at no cost, so the periodic vacuum is fourfold degenerate, with a single energy.

### (c) The finite part

The sum diverges at large $|k_n|$. Weight each term by $e^{-\epsilon|k_n|}$, where $\epsilon$ is a short length that will go to zero. The weight depends on the kinetic wave number $k_n$, which is gauge invariant. With $x=2\pi\epsilon/L$,

$$E_\epsilon=-\frac{2\pi}{L}\sum_n\Big|n+\frac12-\varphi\Big|\,e^{-x|n+\frac12-\varphi|}=\frac{2\pi}{L}\,G'(x),\qquad G(x)=\sum_ne^{-x|n+\frac12-\varphi|},$$

because differentiating $G$ brings down $-|n+\tfrac12-\varphi|$.

Take $|\varphi|\le\tfrac12$. For $n=m\ge0$ the modulus is $m+\tfrac12-\varphi$. For $n=-m-1$ with $m\ge0$ it is $m+\tfrac12+\varphi$. Both are non-negative, and two geometric series result:

$$G=\frac{e^{-x/2}\,(e^{\varphi x}+e^{-\varphi x})}{1-e^{-x}}=\frac{2\cosh\varphi x}{e^{x/2}-e^{-x/2}}=\frac{\cosh\varphi x}{\sinh(x/2)} .$$

For small $x$,

$$\cosh\varphi x=1+\frac{\varphi^2x^2}{2}+O(x^4),\qquad\frac1{\sinh(x/2)}=\frac2x\Big(1-\frac{x^2}{24}+O(x^4)\Big).$$

The product and its derivative are

$$G=\frac2x+\Big(\varphi^2-\frac1{12}\Big)x+O(x^3),\qquad G'=-\frac2{x^2}+\varphi^2-\frac1{12}+O(x^2).$$

Since $(2\pi/L)(2/x^2)=L/\pi\epsilon^2$,

$$E_\epsilon=-\frac{L}{\pi\epsilon^2}+\frac{2\pi}{L}\Big(\varphi^2-\frac1{12}\Big)+O(\epsilon^2).$$

On an infinite line the modes are continuous, with $L/2\pi$ of them per unit of $k$ in a length $L$. That length has the energy

$$-\frac{L}{2\pi}\int_{-\infty}^{\infty}|k|\,e^{-\epsilon|k|}\,dk=-\frac{L}{2\pi}\cdot\frac{2}{\epsilon^2}=-\frac{L}{\pi\epsilon^2}.$$

This is the divergent term, and it does not depend on the flux. Subtracting it and letting $\epsilon\to0$ gives

$$\boxed{E(\varphi)=\frac{2\pi}{L}\Big(\varphi^2-\frac1{12}\Big),\qquad|\varphi|\le\frac12 .}$$

At $\varphi=0$ this is $-\pi/6L$. At $\varphi=\tfrac12$ the bracket is $\tfrac14-\tfrac1{12}=\tfrac16$, which gives $+\pi/3L$, the energy of the periodic field. The energy vanishes at $\varphi=1/\sqrt{12}\approx0.289$.

Replacing $\varphi$ by $\varphi+1$ merely relabels the modes, so outside this interval the parabola repeats with period 1. Neighbouring parabolas meet in a cusp at $\varphi=\tfrac12$, where the slope jumps from $+2\pi/L$ to $-2\pi/L$. For a periodic field with its own flux $\varphi_p$, put $|\varphi|=\tfrac12-|\varphi_p|$:

$$E=\frac{2\pi}{L}\Big(\varphi_p^2-|\varphi_p|+\frac16\Big),\qquad|\varphi_p|\le\frac12 .$$

Seen from the periodic side, the energy therefore starts to fall linearly with the flux.

The finite part is not special to one exponential. Let the weight be $f(\epsilon|k|)$ with $f(s)=\sum_jc_je^{-\lambda_js}$, all $\lambda_j>0$ and $f(0)=\sum_jc_j=1$. Each exponential gives the expansion above with $x$ replaced by $\lambda_jx$. The divergent terms again add up to the infinite-line integral, and the finite terms add up to $\sum_jc_j=1$ times the same value. A Gaussian weight is not of this form. It was tested numerically at six values of the flux and agrees within the cutoff error.

At fixed $\varphi$ the energy scales as $1/L$, so the force $-dE/dL$ equals $E/L$. Without flux, the antiperiodic vacuum pulls towards a smaller ring, and the periodic vacuum pushes towards a larger one. With flux, the direction follows the sign of $E(\varphi)$, which for $|\varphi|\le\tfrac12$ changes at $|\varphi|=1/\sqrt{12}$. A mass $m$ would change the levels to $\pm\sqrt{k_n^2+m^2}$. The geometric series would then be lost, and with it this result.

### (d) Fixed labels, and flux beyond one half

Keep the $2M$ labels $n=-M,\dots,M-1$ with no other weight. For $|\varphi|\le\tfrac12$, pairing $n=m$ with $n=-m-1$ gives

$$\sum_{n=-M}^{M-1}\Big|n+\frac12-\varphi\Big|=\sum_{m=0}^{M-1}\Big[\Big(m+\frac12-\varphi\Big)+\Big(m+\frac12+\varphi\Big)\Big]=\sum_{m=0}^{M-1}(2m+1)=M^2 .$$

In this interval the flux has disappeared. For $M=50$ the sum is 2500 at $\varphi=0$, $\tfrac14$ and $\tfrac12$ alike. The label $n$ is not gauge invariant: a gauge transformation that changes $\varphi$ by 1 also shifts $n$ by 1, and a fixed window of labels is not carried into itself. The window has a second fault, its sharp edge. For $|\varphi|<\tfrac12$ it keeps the same modes as the gauge-invariant condition $|k_n|<2\pi\Lambda/L$ with $\Lambda=M$. The infinite-line part of that cutoff is $\Lambda^2$ in the same units, so nothing is left at $\Lambda=M$, and for other $\Lambda$ the remainder does not settle: at $\varphi=0$, $\Lambda^2$ minus the sum is $30.09$ for $\Lambda=50.3$ and $-40.64$ for $\Lambda=50.6$. A smooth weight on the label, $e^{-x|n+\frac12|}$, isolates the gauge fault. The same pairing removes $\varphi$, and the finite part is $-\pi/6L$ throughout the interval. The parabola needs a cutoff that is both smooth and a function of the gauge-invariant $k_n$.

Now raise the flux with a uniform potential $A=\Phi/L$. The modes are then the plane waves $e^{2\pi i(n+1/2)x/L}/\sqrt L$, which do not depend on $\Phi$, so the occupations stay as they were. Start from the vacuum at $\varphi=0$, where $a_0$ is empty and $b_0$ is filled. This pair contributes $-k_0$. Beyond $\varphi=\tfrac12$ the wave number $k_0$ is negative, so the contribution is $+|k_0|$, while the vacuum would have $-|k_0|$. Until the mode $n=1$ crosses zero at $\varphi=\tfrac32$, the excess energy is

$$2|k_0|=\frac{2\pi}{L}(2\varphi-1).$$

The vacuum itself lies on the next parabola, with $(\varphi-1)^2$ in place of $\varphi^2$. Adding the excess gives $(\varphi-1)^2+2\varphi-1=\varphi^2$. The followed state thus continues on the old parabola as a particle–hole excitation, and the cusp belongs to the lowest energy, not to the state carried along.

### (e) A lattice as the cutoff

Let spinless fermions hop with amplitude $t$ on $N=4m+2$ sites of spacing $a$, with periodic lattice conditions, half filling and the same flux. The levels are $-2t\cos\kappa_j$ with $\kappa_j=2\pi(j+\varphi)/N$. The sign of $\varphi$ is a convention and does not affect the energy. Near $\kappa=\pm\pi/2$ the levels are $\pm2t(\kappa\mp\pi/2)$, which are right and left movers of speed $v=2ta$. Without flux,

$$\kappa_j-\frac\pi2=\frac{2\pi}{N}\Big(j-m-\frac12\Big),$$

so the Dirac field that describes these levels is antiperiodic.

For $|\varphi|\le\tfrac12$ the filled levels are $j=-m,\dots,m$, which is $N/2$ of them. The finite geometric sum gives

$$E_N=-2t\sum_{j=-m}^{m}\cos\frac{2\pi(j+\varphi)}N=-2t\cos\frac{2\pi\varphi}N\;\frac{\sin[(2m+1)\pi/N]}{\sin(\pi/N)}=-\frac{2t\cos(2\pi\varphi/N)}{\sin(\pi/N)},$$

because $(2m+1)\pi/N=\pi/2$. Expanding for large $N$,

$$E_N=-\frac{2tN}\pi\Big(1+\frac{\pi^2}{6N^2}-\frac{2\pi^2\varphi^2}{N^2}+\dots\Big)=-\frac{2tN}\pi+\frac{4\pi t}N\Big(\varphi^2-\frac1{12}\Big)+\dots$$

With $L=Na$, $v/L=2t/N$, so the second term is $(2\pi v/L)(\varphi^2-\tfrac1{12})$. This is the result of part (c) with $v$ in place of the speed of light, obtained from a sum that was finite from the start.

Diagonalizing a ring of 202 sites and subtracting the bulk term $-2tN/\pi$ gives $-0.52361$ at $\varphi=0$ and $1.04721$ at $\varphi=\tfrac12$, in units of $\hbar v/L$. The formula gives $-0.52360$ and $1.04720$. At $\varphi=0.7$ the lattice vacuum has $0.04189$, and the followed state, the sum over $j=-m,\dots,m$ with the same subtraction, has $2.55515$. Their difference, $2.51326$, is to be compared with $2\pi(2\times0.7-1)=2.51327$.

### (f) Numbers for a ring of 1 micrometre

Restoring the constants, the energy unit is $\hbar c/L=0.19733$ eV.

- Antiperiodic, $\varphi=0$: $-\pi/6=-0.5236$ units, or $-0.1033$ eV.
- Quarter flux, $\varphi=\tfrac14$: $2\pi(\tfrac1{16}-\tfrac1{12})=-\pi/24=-0.1309$ units, or $-0.0258$ eV.
- Periodic, $\varphi=\tfrac12$: $+\pi/3=+1.0472$ units, or $+0.2066$ eV.

The periodic vacuum lies $0.3100$ eV above the antiperiodic one.

The subtraction can be followed at $\varphi=\tfrac14$. With $x=0.05$ the weighted sum is $-5026.6791$ units and the infinite-line part is $-5026.5482$ units. The difference is $-0.1309$ units, a fraction of about $3\times10^{-5}$ of the sum. For $x=0.4$, $0.2$ and $0.1$ the differences are $-0.130442$, $-0.130785$ and $-0.130871$. Measured from the limit $-\pi/24=-0.1308997$ before rounding, they are off by $0.0004573$, $0.0001145$ and $0.0000286$. Each halving of $x$ reduces the error about fourfold, as the $O(x^2)$ remainder in part (c) requires.

## Numbers as computed

```
ring length L = 1.0 micrometre
energy unit hbar c/L = 0.197327 eV
vacuum energy from the formula:
  phi = 0.00: -0.523599 hbar c/L = -0.103320 eV
  phi = 0.25: -0.130900 hbar c/L = -0.025830 eV
  phi = 0.50: +1.047198 hbar c/L = +0.206640 eV
flux of zero energy: phi = 0.288675 (dimensionless)
exponential cutoff, phi = 0.25, energies in hbar c/L:
  x = 0.40: bare -78.670259, bulk -78.539816, difference -0.130442
  x = 0.20: bare -314.290051, bulk -314.159265, difference -0.130785
  x = 0.10: bare -1256.767932, bulk -1256.637061, difference -0.130871
  x = 0.05: bare -5026.679138, bulk -5026.548246, difference -0.130893
largest cutoff-sum error at x = 0.01: 1.0e-05 hbar c/L
largest Dirac-matrix level error: 6.2e-15 (2 pi hbar c/L)
label-cutoff sums, 100 labels, phi = 0, 0.25, 0.5:
  2500.000, 2500.000, 2500.000 (dimensionless)
hopping ring, 202 sites, energies in hbar v/L:
  phi = 0.00: ring -0.523614, formula -0.523599
  phi = 0.25: ring -0.130901, formula -0.130900
  phi = 0.50: ring +1.047214, formula +1.047198
  phi = 0.70: ring +0.041892, formula +0.041888
hopping ring, 200 sites, no flux: +1.047215 hbar v/L
state followed to phi = 0.70: +2.555150 hbar v/L
its excess over the vacuum: +2.513258 hbar v/L
```
